Dirac and Majorana fields: masses, charge and internal rotations

**Setting.** The algebra uses atomic units, so ħ = 1, and c is kept. A free Dirac field ψ of mass m obeys

i∂ψ/∂t = hψ, h = −icα·∇ + βmc²,

where α₁, α₂, α₃ and β square to 1 and anticommute with one another. Its equal-time anticommutators are

{ψ_μ(r), ψ_ν†(r′)} = δ_μν δ(r−r′), {ψ_μ(r), ψ_ν(r′)} = 0.

The matrices are taken in a Majorana representation,

α₁ = σ_z⊗1, α₂ = σ_x⊗σ_x, α₃ = σ_x⊗σ_z, β = σ_x⊗σ_y.

Since σ_y is imaginary and antisymmetric while σ_x and σ_z are real and symmetric, the α_i are real and symmetric, and β is imaginary and antisymmetric. The symbol ψ* denotes the column of adjoint components ψ_μ†, and ψ† the corresponding row. Surface terms at infinity vanish.

**(a) Can a field with χ† = χ, component by component, obey the Dirac equation in every inertial frame? What does this condition do to its chiral halves?**

*Solution.* Multiply the equation by −i:

∂χ/∂t = −cα·∇χ − iβmc²χ.

Both α_i and iβ are real, so the adjoint of this equation is the same equation for χ*. If χ* = χ at one time, it remains so.

A boost along axis j multiplies the spinor by exp(±ηα_j/2), and a rotation in the plane ij by exp(±θα_iα_j/2). These matrices are real, so the condition holds in every frame. A field that satisfies it is a Majorana field.

The chirality matrix is γ₅ = −iα₁α₂α₃, which is imaginary. The projectors P_R = (1+γ₅)/2 and P_L = (1−γ₅)/2 are therefore complex conjugates, and

(P_R χ)* = P_L χ.

The left-handed half is the adjoint of the right-handed half, so a Majorana field contains one independent Weyl field. A phase change χ → e^{−iθ}χ spoils χ* = χ unless the phase is ±1. A single Majorana field thus has no charge of the ordinary phase type.

**(b) Write ψ in terms of two Hermitian fields. Find their anticommutators and the Hamiltonian.**

*Solution.* Define

χ₁ = (ψ + ψ*)/√2, χ₂ = (ψ − ψ*)/(i√2), so that ψ = (χ₁ + iχ₂)/√2.

Both are Hermitian. Let δ stand for δ_μν δ(r−r′). Since {ψ,ψ} = {ψ*,ψ*} = 0,

{χ₁,χ₁} = ½(δ + δ) = δ,
{χ₂,χ₂} = −½(−δ − δ) = δ,
{χ₁,χ₂} = (1/2i)(−δ + δ) = 0.

Conversely, these relations give {ψ,ψ*} = ½(δ+δ) = δ and {ψ,ψ} = ½(δ−δ) = 0. The two sets of anticommutators are equivalent.

Insert the decomposition into the Hamiltonian:

∫ψ†hψ = ½∫(χ₁ᵀhχ₁ + χ₂ᵀhχ₂) + (i/2)∫(χ₁ᵀhχ₂ − χ₂ᵀhχ₁).

The cross terms cancel. For the mass part, exchanging the fields gives one minus sign and the antisymmetry of β gives another:

χ₂ᵀβχ₁ = −β_μν χ₁ν χ₂μ = β_νμ χ₁ν χ₂μ = χ₁ᵀβχ₂.

For the gradient part, the exchange gives one minus sign and integration by parts gives another, while α is symmetric:

∫χ₂ᵀα·∇χ₁ = −∫α_μν·(∇χ₁ν)χ₂μ = ∫χ₁ᵀα·∇χ₂.

Hence

H = ∫ψ†hψ = ½∫χ₁ᵀhχ₁ + ½∫χ₂ᵀhχ₂.

One free Dirac field is the same theory as two independent free Majorana fields of equal mass. The count of states agrees: at each momentum the Dirac field has two spin states of the particle and two of the antiparticle, and each Majorana field supplies two spin states.

**(c) The charge, counted as particles minus antiparticles, is Q = ½∫(ψ†ψ − ψᵀψ*). What does it do to χ₁ and χ₂?**

*Solution.* The two products are

ψ†ψ = ½(χ₁ᵀχ₁ + χ₂ᵀχ₂ + iχ₁ᵀχ₂ − iχ₂ᵀχ₁),
ψᵀψ* = ½(χ₁ᵀχ₁ + χ₂ᵀχ₂ − iχ₁ᵀχ₂ + iχ₂ᵀχ₁).

Half their difference is (i/2)(χ₁ᵀχ₂ − χ₂ᵀχ₁). Because χ₂ᵀχ₁ = −χ₁ᵀχ₂,

Q = i∫χ₁ᵀχ₂.

A general rule for bilinears is useful here. Stack χ₁ and χ₂ into one column χ, let an index include position, and let B be antisymmetric. From [XY,Z] = X{Y,Z} − {X,Z}Y,

[½χᵀBχ, χ_k] = ½(χ_iB_ik − B_kjχ_j) = −(Bχ)_k. (1)

Applying (1) to each factor of a second bilinear, with Aᵀ = −A, gives

[½χᵀAχ, ½χᵀBχ] = ½(−(Aχ)ᵀBχ − χᵀBAχ) = ½χᵀ[A,B]χ. (2)

For Q the matrix is B = iε, where ε has rows (0, 1) and (−1, 0) and acts on the label 1, 2. Equation (1) gives

[Q,χ₁] = −iχ₂, [Q,χ₂] = iχ₁.

Now let χ_a(θ) = e^{iθQ}χ_a e^{−iθQ}. Its derivative is e^{iθQ} i[Q,χ_a] e^{−iθQ}, so

dχ₁(θ)/dθ = χ₂(θ), dχ₂(θ)/dθ = −χ₁(θ).

The solution with the correct start at θ = 0 is

χ₁(θ) = χ₁cosθ + χ₂sinθ, χ₂(θ) = χ₂cosθ − χ₁sinθ.

This is an SO(2) rotation. Forming χ₁(θ) + iχ₂(θ) gives ψ(θ) = e^{−iθ}ψ, so the same operation is the U(1) phase change of ψ. With equal masses h is the same for both fields and commutes with iε, so (2) gives [H,Q] = 0.

The independence of χ₁ and χ₂ can be lost when an external potential is present. A potential V(r) acting on the charge density adds i∫Vχ₁ᵀχ₂, up to a constant, by the same algebra. This term couples the two fields, although it still commutes with Q.

**(d) Give the two fields masses m₁ and m₂. Find dQ/dt, the new term in the language of ψ, and the rotations that survive.**

*Solution.* Let M = diag(m₁,m₂). The mass term is ½c²∫χᵀ(M⊗β)χ, and the gradient term still commutes with Q. Direct multiplication gives

[M,ε] = (m₁−m₂)τ, τ with rows (0, 1) and (1, 0).

Equation (2) then yields

dQ/dt = i[H,Q] = (i/2)c²∫χᵀ([M,iε]⊗β)χ
= −½(m₁−m₂)c²∫(χ₁ᵀβχ₂ + χ₂ᵀβχ₁)
= (m₂−m₁)c²∫χ₁ᵀβχ₂.

The last line uses χ₂ᵀβχ₁ = χ₁ᵀβχ₂ from part (b). The operator on the right is not zero, so any difference m₁ ≠ m₂ breaks the conservation of Q.

To return to ψ, write X_a = χ_aᵀβχ_a and m̄ = (m₁+m₂)/2. Then

½(m₁X₁ + m₂X₂) = ½m̄(X₁ + X₂) + ¼(m₁−m₂)(X₁ − X₂).

By part (b), ½(X₁+X₂) = ψ†βψ. Also

ψᵀβψ = ½(X₁ − X₂ + 2iχ₁ᵀβχ₂).

X₁, X₂ and χ₁ᵀβχ₂ are Hermitian, so adding the adjoint removes the last term and leaves X₁ − X₂. The Hamiltonian is

H = ∫ψ†(−icα·∇ + βm̄c²)ψ + ¼(m₁−m₂)c²∫(ψᵀβψ + h.c.).

The second term is a Majorana mass term for ψ. It contains two factors ψ, or two factors ψ†, and changes Q by ∓2. Under the rotation its two pieces acquire e^{−2iθ} and e^{2iθ}. It is unchanged when e^{2iθ} = 1, that is for θ = 0 or π. The rotation group is reduced to ψ → ±ψ, and the parity (−1)^Q remains conserved.

**(e) Could another continuous internal symmetry take the place of Q?**

*Solution.* Consider linear changes δχ = Xχ with a constant 8×8 matrix X. Hermiticity of the fields requires X to be real, and preservation of the anticommutators requires Xᵀ = −X. For a symmetry, X must commute with 1⊗α_i, because the gradient term must be unchanged for every direction, and with M⊗β.

First find the 4×4 matrices that commute with all α_i. The sixteen products 1, α_i, α_iα_j, α₁α₂α₃, and β times each of these, form a basis. Each product either commutes or anticommutes with a given α_i, so it suffices to examine them singly. Among the products without β:

- 1 and α₁α₂α₃ commute with all three α_i.
- α_i anticommutes with the other two.
- α_iα_j anticommutes with α_i and α_j.

Since β anticommutes with every α_i, a product βY qualifies if Y anticommutes with all three. None of the eight Y does: 1 and α₁α₂α₃ commute with all, α_i commutes with itself, and α_iα_j commutes with the third matrix. What remains is 1 and α₁α₂α₃ = iγ₅, so

X = A⊗1 + S⊗iγ₅,

with real 2×2 matrices A and S. Reversing three anticommuting factors gives a minus sign, hence (iγ₅)ᵀ = α₃α₂α₁ = −iγ₅. Antisymmetry of X then makes A antisymmetric and S symmetric.

Because γ₅ anticommutes with β, the mass term requires

[A,M]⊗β + {S,M}⊗iγ₅β = 0.

The two parts vanish separately. With A = aε they read

a(m₁−m₂) = 0, S_ab(m_a+m_b) = 0.

For positive masses S = 0. If the masses are equal, a is free and generates the rotation of part (c). If they differ, a = 0 and no continuous symmetry of this class is left. The restriction to a constant X matters. The numbers of quanta N₁ and N₂ of the two free fields commute with H for any masses, but their generator is the sign of the energy, h/|h|, which depends on momentum and is nonlocal in position, so they lie outside this class.

The word "positive" matters. For masses (m, −m), S₁₂ is free although a = 0. The spectrum is degenerate, Q is not conserved, and the conserved charge is i∫χ₁ᵀ(iγ₅)χ₂. The real field χ₂′ = iγ₅χ₂ explains this: the substitution leaves the α_i terms unchanged and reverses the sign of β, so χ₁ and χ₂′ have equal positive masses and form a Dirac field of their own. If one mass vanishes and the other does not, the corresponding diagonal element of S is free, which is the chiral rotation of the massless field.

**(f) Take positive masses. Prepare one quantum of momentum p and definite helicity in the state (b₁† − ib₂†)|0⟩/√2, where b_a† creates a quantum of χ_a. Find ⟨Q⟩ as a function of time.**

*Solution.* Let w_a be the normalized positive-energy plane wave of mass m_a with spinor u_a, and b_a† = ∫χ_aᵀw_a. For equal masses the state is ∫ψ†w|0⟩, which has Q = +1.

The diagonal elements of Q vanish. The change χ₂ → −χ₂ leaves H and its nondegenerate vacuum unchanged and reverses Q; it changes a one-quantum state b_a†|0⟩ at most by a sign. For the off-diagonal element, [Q,b₂†] = i∫χ₁ᵀw₂. Since b₁|0⟩ = 0 and ⟨0|b₁b₂†Q|0⟩ = −⟨0|b₂†b₁Q|0⟩ = 0,

⟨0|b₁Qb₂†|0⟩ = i⟨0|{b₁, ∫χ₁ᵀw₂}|0⟩ = i u₁†u₂ = iF.

The phases of the spinors are chosen below so that F is real. At time t the two terms carry e^{−iE₁t} and e^{−iE₂t}, with E_a = √(m_a²c⁴ + c²p²). Therefore

⟨Q⟩(t) = ½[e^{iE₁t}(−i)e^{−iE₂t}(iF) + c.c.] = F cos[(E₂−E₁)t].

To find F, put p along axis 3 and define cosφ_a = m_ac²/E_a, sinφ_a = cp/E_a. The matrix to diagonalize is E_a(β cosφ_a + α₃ sinφ_a). Let s be a unit rest spinor of the chosen helicity, βs = s. Then βα₃s = −α₃s, so s and α₃s are orthogonal, and

u_a = cos(φ_a/2) s + sin(φ_a/2) α₃s

has energy +E_a. Indeed, the matrix divided by E_a gives cosφ cos(φ/2) + sinφ sin(φ/2) = cos(φ/2) for the coefficient of s, and sinφ cos(φ/2) − cosφ sin(φ/2) = sin(φ/2) for that of α₃s. The overlap is

F = u₁†u₂ = cos[(φ₁−φ₂)/2], tanφ_a = p/(m_ac).

At rest F = 1. At finite momentum unequal masses have different spinors, and F < 1. For m₂ > m₁ the period is T = 2π/(E₂−E₁), where

E₂ − E₁ = (m₂²−m₁²)c⁴/(E₁+E₂).

It diverges when the masses become equal, which restores a constant charge. It also grows with momentum, because E₁+E₂ grows.

**(g) Evaluate this for rest energies 1.0 and 1.1 eV and cp = 1.0 eV.** These are round model parameters and describe no particular material.

*Solution.* The energies are

E₁ = √(1.0² + 1.0²) = 1.4142 eV,
E₂ = √(1.1² + 1.0²) = 1.4866 eV,
E₂ − E₁ = 0.0724 eV.

The angles are φ₁ = 0.7854 and φ₂ = 0.7378, so F = cos(0.0238) = 0.9997. The charge starts at 0.9997, passes zero after a quarter period and reaches −0.9997 after half a period. The reduction is small because the spinors are nearly equal; raising the second rest energy to 5 eV lowers F to 0.957.

With ħ restored and ħc = 1973.27 eV Å, the light path in one period is

cT = 2πħc/(E₂−E₁) = 1.713 × 10⁵ Å,

which corresponds to T = 57.1 fs. At rest the splitting is 0.1 eV and cT = 1.240 × 10⁵ Å. The ratio of the two periods, 1.38, equals (E₁+E₂)/(m₁c²+m₂c²) = 2.901/2.1, as the formula for E₂−E₁ requires.

The numerical check diagonalizes H in the full Fock space of the cosine and sine modes at one wave number, which contains the momenta +p and −p. With both rest energies at 1.0 eV it finds eight one-quantum states at E₁: two momenta, two spins and two fields. With the masses split it finds four at E₁ and four at E₂. Time evolution in that space reproduces the charge oscillation, and a separate count of the matrices X gives one generator for equal masses and none for a splitting as small as 0.0001 eV.

Values computed for the example and the checks

```
Rest energy m1 c^2 = 1.000 eV
Rest energy m2 c^2 = 1.100 eV
Momentum times c, cp = 1.000 eV
hbar c = 1973.270 eV angstrom
Wave number k = 5.06773e-04 1/angstrom
Fock-space dimension = 256
Charge range in this space = -4 to 4
Mean rest energy = 1.050 eV
Coefficient (m1-m2)c^2/4 = -0.0250 eV
Internal generators, equal masses = 1
Internal generators, masses 1.0 and 1.1 eV = 0
Internal generators, splitting 0.0001 eV = 0
Internal generators, masses m and -m = 1
Internal generators, one massless field = 1
One-particle energy E1 = 1.414214 eV
One-particle energy E2 = 1.486607 eV
Energy splitting E2-E1 = 0.072393 eV
States at E1, both masses 1.0 eV = 8
States at E1, split masses = 4
States at E2, split masses = 4
Angle phi1 = 0.785398 rad
Angle phi2 = 0.737815 rad
Charge amplitude F (formula) = 0.999717
Moving: charge at t/T = 0.000: 0.999717
Moving: charge at t/T = 0.125: 0.706907
Moving: charge at t/T = 0.250: 0.000000
Moving: charge at t/T = 0.500: -0.999717
Moving: charge at t/T = 1.000: 0.999717
At rest: charge at t/T = 0.000: 1.000000
At rest: charge at t/T = 0.125: 0.707107
At rest: charge at t/T = 0.250: -0.000000
At rest: charge at t/T = 0.500: -1.000000
At rest: charge at t/T = 1.000: 1.000000
Moving: light path cT = 171264.7 angstrom
Moving: period T = 57.128 fs
At rest: light path cT = 123984.2 angstrom
At rest: period T = 41.357 fs
Charge amplitude for m2 c^2 = 5 eV = 0.957092
```
